# Choosing the Clock and Event Selection in Kinetic Monte Carlo Hopping: verification in Python

```python
"""Rejection-free kinetic Monte Carlo (KMC) for carriers hopping on a network.

Result under test: in a configuration with event rates k_e and total R, the
waiting time is -ln(1-u)/R and event e is chosen with probability k_e/R.
The resulting paths obey the master equation, their dwell times give the
canonical occupations, and their drift and diffusion give the mobility
  mu = beta/(2N) * sum g (dx + psi_C - psi_C')^2 = beta*D   (charge e = 1),
where g = P_eq*W is the equilibrium flux between configurations C and C', dx
the hop length along the field, psi the linear response of the distribution,
N the carrier number and D the collective diffusion coefficient per carrier.
Units: nm, microsecond (us), eV, V.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.stats import chi2

rng = np.random.default_rng(20240)
temperature = 300.0
kT = constants.k * temperature / constants.e
beta = 1.0 / kT
spacing = 1.0
inverse_decay = 5.0
attempt = 1.0e12 * 1.0e-6
k0 = attempt * np.exp(-2.0 * inverse_decay * spacing)
side, N = 3, 2
energy = np.array([0, -40, 30, 50, 10, -60, -20, 40, -10]) * 1e-3
n_sites = side * side

# Configurations and event slots: each carrier can try +x, -x, +y, -y.
configs = list(combinations(range(n_sites), N))
index = {c: i for i, c in enumerate(configs)}
n_conf = len(configs)
directions = [(1, 0), (-1, 0), (0, 1), (0, -1)]
n_slots = N * len(directions)
slot_dx = np.array([d[0] * spacing for _ in range(N) for d in directions])
destination = np.tile(np.arange(n_conf)[:, None], (1, n_slots))
energy_change = np.zeros((n_conf, n_slots))
is_open = np.zeros((n_conf, n_slots), dtype=bool)
hop_sites = {}
occupied = np.zeros((n_conf, n_sites))
for c, sites in enumerate(configs):
    occupied[c, list(sites)] = 1.0
    for carrier, old in enumerate(sites):
        for d, (step_x, step_y) in enumerate(directions):
            slot = carrier * len(directions) + d
            row, col = divmod(old, side)
            new = ((row + step_y) % side) * side + (col + step_x) % side
            hop_sites[c, slot] = (old, new)
            if new not in sites:
                moved = tuple(sorted((set(sites) - {old}) | {new}))
                destination[c, slot] = index[moved]
                energy_change[c, slot] = energy[new] - energy[old]
                is_open[c, slot] = True
rows = np.tile(np.arange(n_conf)[:, None], (1, n_slots))


def event_rates(field):
    """Miller-Abrahams rates; blocked hops have rate zero."""
    barrier = np.maximum(0.0, energy_change - field * slot_dx)
    return k0 * np.exp(-beta * barrier) * is_open


def rate_matrix(rates):
    matrix = np.zeros((n_conf, n_conf))
    np.add.at(matrix, (rows, destination), rates)
    return matrix


def generator(rates):
    return rate_matrix(rates) - np.diag(rates.sum(axis=1))


def stationary(rates):
    system = generator(rates).T.copy()
    system[-1] = 1.0
    right = np.zeros(n_conf)
    right[-1] = 1.0
    return np.linalg.solve(system, right)


def drift_velocity(rates):
    return (stationary(rates)[:, None] * rates * slot_dx).sum() / N


def run_kmc(rates, start, duration, random_clock=True):
    """Independent rejection-free trajectories up to a fixed time."""
    cumulative = np.cumsum(rates, axis=1)
    total = cumulative[:, -1]
    state = start.copy()
    clock = np.zeros(len(state))
    displacement = np.zeros(len(state))
    dwell = np.zeros((len(state), n_conf))
    visits = np.zeros(n_conf)
    active = np.arange(len(state))
    while active.size:
        s = state[active]
        wait = 1.0 / total[s]
        if random_clock:
            wait = -np.log1p(-rng.random(active.size)) * wait
        left = duration - clock[active]
        dwell[active, s] += np.minimum(wait, left)
        going = wait < left
        active, s = active[going], s[going]
        clock[active] += wait[going]
        target = rng.random(active.size) * total[s]
        event = (cumulative[s] <= target[:, None]).sum(axis=1)
        displacement[active] += slot_dx[event]
        state[active] = destination[s, event]
        visits += np.bincount(s, minlength=n_conf)
    return state, displacement, dwell, visits


def chi_square_p(counts, probabilities):
    """Goodness of fit, with rare outcomes pooled into one class."""
    expected = counts.sum() * probabilities
    rare = expected < 10
    seen = np.append(counts[~rare], counts[rare].sum())
    model = np.append(expected[~rare], expected[rare].sum())
    keep = model > 0
    statistic = ((seen[keep] - model[keep]) ** 2 / model[keep]).sum()
    return chi2.sf(statistic, keep.sum() - 1)


def canonical_occupation(weights, number):
    def partition(values):
        coefficients = np.ones(1)
        for w in values:
            coefficients = np.convolve(coefficients, [1.0, w])
        return coefficients
    full = partition(weights)[number]
    return np.array([w * partition(np.delete(weights, i))[number - 1] / full
                     for i, w in enumerate(weights)])


def standard_error(samples):
    return samples.std(axis=0, ddof=1) / np.sqrt(len(samples))


rates0 = event_rates(0.0)
total0 = rates0.sum(axis=1)
print(f"kT = {kT*1e3:.3f} meV at T = {temperature:.0f} K")
print(f"nu0 = {attempt:.1e} 1/us, gamma = {inverse_decay:.1f} 1/nm, "
      f"a = {spacing:.1f} nm")
print(f"k0 = {k0:.4f} 1/us; carriers {N}, sites {n_sites}, "
      f"configurations {n_conf}")

# One step by hand, then the joint law of winner and time from real clocks.
first = index[(4, 5)]
u_time, u_select = 0.70, 0.40
R_first = total0[first]
cumulative_first = np.cumsum(rates0[first])
chosen = int((cumulative_first <= u_select * R_first).sum())
print("One step from carriers on sites 4 and 5 (rates in 1/us):")
for slot in range(n_slots):
    old, new = hop_sites[first, slot]
    print(f"  {old}->{new}: rate {rates0[first, slot]:8.4f}, "
          f"cumulative {cumulative_first[slot]:8.4f}")
print(f"R = {R_first:.4f} 1/us, mean wait 1/R = {1e3/R_first:.3f} ns")
print(f"u_time = {u_time:.2f}: wait = "
      f"{-1e3*np.log(1-u_time)/R_first:.3f} ns")
print(f"u_select = {u_select:.2f}: target {u_select*R_first:.4f} 1/us, hop "
      f"{hop_sites[first, chosen][0]}->{hop_sites[first, chosen][1]}")

open_rates = rates0[first][is_open[first]]
clocks = rng.exponential(1.0 / open_rates, size=(200000, len(open_rates)))
winner = clocks.argmin(axis=1)
late = (clocks.min(axis=1) > np.log(2.0) / R_first).astype(int)
table = np.bincount(winner + len(open_rates) * late,
                    minlength=2 * len(open_rates))
p_clocks = chi_square_p(table, np.tile(open_rates / R_first, 2) / 2.0)
assert p_clocks > 1e-4
print(f"Competing clocks, chi-square p = {p_clocks:.3f}")

# Transient: random waiting times against the master equation.
t_short = 0.02
n_short = 40000
exact_short = expm(generator(rates0) * t_short)[first]
start_short = np.full(n_short, first)
found = []
for random_clock in (True, False):
    end = run_kmc(rates0, start_short, t_short, random_clock)[0]
    found.append(np.bincount(end, minlength=n_conf))
p_random = chi_square_p(found[0], exact_short)
p_fixed = chi_square_p(found[1], exact_short)
assert p_random > 1e-4 and p_fixed < 1e-10
print(f"Probability of start configuration after {t_short*1e3:.0f} ns:")
print(f"  master equation {exact_short[first]:.4f}, "
      f"KMC {found[0][first]/n_short:.4f}, "
      f"fixed waits 1/R {found[1][first]/n_short:.4f}")
print(f"  chi-square p of KMC over all configurations = {p_random:.3f}")

# Equilibrium occupations.
weights = np.exp(-beta * energy)
canonical = canonical_occupation(weights, N)
p_eq = stationary(rates0)
assert np.allclose(p_eq @ occupied, canonical, atol=1e-11)


def fermi(chemical_potential):
    return 1.0 / (1.0 + np.exp(beta * (energy - chemical_potential)))


level = brentq(lambda m: fermi(m).sum() - N, -1.0, 1.0)
copies = 10
large = canonical_occupation(np.tile(weights, copies), N * copies)[:n_sites]
gap_small = abs(canonical - fermi(level)).max()
gap_large = abs(large - fermi(level)).max()
assert gap_large < 0.2 * gap_small

relaxation_rate = np.sort(-np.linalg.eigvals(generator(rates0)).real)[1]
burn, duration, walkers = 3.0, 10.0, 20000
assert burn * relaxation_rate > 10
random_start = rng.integers(n_conf, size=walkers)
settled = run_kmc(rates0, random_start, burn)[0]
end0, shift0, dwell0, visits0 = run_kmc(rates0, settled, duration)
samples = dwell0 @ occupied / duration
kmc_occupation = samples.mean(axis=0)
kmc_error = standard_error(samples)
assert (abs(kmc_occupation - canonical) < 4.5 * kmc_error).all()
visit_occupation = visits0 @ occupied / visits0.sum()
mean_total = p_eq @ total0
visit_theory = (p_eq * total0 / mean_total) @ occupied
assert abs(visit_occupation - visit_theory).max() < 0.003
assert abs(visit_occupation - canonical).max() > 0.02
print(f"Slowest relaxation time = {1e3/relaxation_rate:.2f} ns")
print(f"{walkers} paths, burn-in {burn:.0f} us, measured {duration:.0f} us, "
      f"{visits0.sum():.3e} hops")
print("site E/meV canonical  KMC     error    visits  Fermi-Dirac")
for i in range(n_sites):
    print(f"{i:3d} {energy[i]*1e3:5.0f}   {canonical[i]:.5f}  "
          f"{kmc_occupation[i]:.5f} {kmc_error[i]:.5f}  "
          f"{visit_occupation[i]:.5f} {fermi(level)[i]:.5f}")
print(f"Fermi level = {level*1e3:.3f} meV")
print(f"Largest canonical minus Fermi-Dirac gap: {gap_small:.5f}; "
      f"{copies} cells: {gap_large:.5f}")

# Fixed waits 1/R: same long-time occupations, less noise.
dwell_fixed = run_kmc(rates0, settled, duration, False)[2]
samples_fixed = dwell_fixed @ occupied / duration
noise_ratio = (standard_error(samples_fixed) / kmc_error).mean()
fixed_gap = abs(samples_fixed.mean(axis=0) - canonical).max()
assert fixed_gap < 0.003 and noise_ratio < 1.0
print(f"Fixed waits: largest occupation error {fixed_gap:.5f}, "
      f"noise ratio {noise_ratio:.3f}")

# Rejection scheme: uniform attempts, acceptance k_e/k0.
state = end0.copy()
accepted = np.zeros(walkers)
attempts = 300
for _ in range(attempts):
    slot = rng.integers(n_slots, size=walkers)
    accept = rng.random(walkers) * k0 < rates0[state, slot]
    state = np.where(accept, destination[state, slot], state)
    accepted += accept
acceptance = accepted / attempts
acceptance_theory = mean_total / (n_slots * k0)
assert abs(acceptance.mean() - acceptance_theory) \
    < 4.5 * standard_error(acceptance)
print(f"Mean total rate <R> = {mean_total:.4f} 1/us")
print(f"Rejection acceptance: formula {acceptance_theory:.4f}, "
      f"simulated {acceptance.mean():.4f}")

# Zero-field mobility from the configuration-space resistor network.
flux = p_eq[:, None] * rate_matrix(rates0)
assert np.allclose(flux, flux.T, atol=1e-11)
hop_dx = np.zeros((n_conf, n_conf))
np.add.at(hop_dx, (rows, destination), slot_dx * is_open)
laplacian = np.diag(flux.sum(axis=1)) - flux
psi = np.linalg.lstsq(laplacian, -(flux * hop_dx).sum(axis=1), rcond=1e-12)[0]
drop = hop_dx + psi[:, None] - psi[None, :]
mobility = beta * (flux * drop ** 2).sum() / (2 * N)
mobility_bound = beta * (flux * hop_dx ** 2).sum() / (2 * N)
assert mobility < mobility_bound

tiny = 1e-5
mobility_field = (drift_velocity(event_rates(tiny))
                  - drift_velocity(event_rates(-tiny))) / (2 * tiny)
assert abs(mobility_field / mobility - 1) < 1e-5


def leading_eigenvalue(tilt):
    tilted = rate_matrix(rates0) * np.exp(tilt * hop_dx) - np.diag(total0)
    return np.linalg.eigvals(tilted).real.max()


tilt = 1e-3
diffusion = (leading_eigenvalue(tilt) + leading_eigenvalue(-tilt)
             - 2 * leading_eigenvalue(0.0)) / (2 * N * tilt ** 2)
assert abs(beta * diffusion / mobility - 1) < 1e-4
diffusion_kmc = shift0.var(ddof=1) / (2 * N * duration)
diffusion_error = diffusion_kmc * np.sqrt(2.0 / (walkers - 1))
assert abs(diffusion_kmc - diffusion) < 4.5 * diffusion_error

to_cm2 = 1e-14 / 1e-6
print("Zero-field mobility in nm^2/(V us):")
print(f"  resistor network {mobility:.4f}, bound psi=0 {mobility_bound:.4f}")
print(f"  small-field master equation {mobility_field:.4f}")
print(f"  beta*D from tilted generator {beta*diffusion:.4f}")
print(f"  beta*D from KMC {beta*diffusion_kmc:.2f} "
      f"+/- {beta*diffusion_error:.2f}")
print(f"D = {diffusion:.4f} nm^2/us; KMC {diffusion_kmc:.3f} "
      f"+/- {diffusion_error:.3f}")
print(f"Zero-field mobility = {mobility*to_cm2:.4e} cm^2/(V s)")

# Drift at a finite field.
field = 0.01
rates_field = event_rates(field)
settled_field = run_kmc(rates_field, random_start, burn)[0]
shift = run_kmc(rates_field, settled_field, duration)[1] / (N * duration)
velocity = drift_velocity(rates_field)
reverse = drift_velocity(event_rates(-field))
assert abs(shift.mean() - velocity) < 4.5 * standard_error(shift)
print(f"Field {field:.2f} V/nm, e*F*a/kT = {beta*field*spacing:.4f}")
print(f"  drift velocity: master equation {velocity:.4f} nm/us")
print(f"  KMC {shift.mean():.4f} +/- {standard_error(shift):.4f} nm/us")
print(f"  v/F = {velocity/field:.3f}, reversed field "
      f"{-reverse/field:.3f} nm^2/(V us)")
print(f"  KMC v/F = {shift.mean()/field*to_cm2:.4e} cm^2/(V s)")
print("PASS")
```

Printed output:

```
kT = 25.852 meV at T = 300 K
nu0 = 1.0e+06 1/us, gamma = 5.0 1/nm, a = 1.0 nm
k0 = 45.3999 1/us; carriers 2, sites 9, configurations 36
One step from carriers on sites 4 and 5 (rates in 1/us):
  4->5: rate   0.0000, cumulative   0.0000
  4->3: rate   9.6624, cumulative   9.6624
  4->7: rate  14.2258, cumulative  23.8882
  4->1: rate  45.3999, cumulative  69.2881
  5->3: rate   0.6444, cumulative  69.9325
  5->4: rate   0.0000, cumulative  69.9325
  5->8: rate   6.5628, cumulative  76.4954
  5->2: rate   1.3968, cumulative  77.8921
R = 77.8921 1/us, mean wait 1/R = 12.838 ns
u_time = 0.70: wait = 15.457 ns
u_select = 0.40: target 31.1568 1/us, hop 4->1
Competing clocks, chi-square p = 0.515
Probability of start configuration after 20 ns:
  master equation 0.2711, KMC 0.2731, fixed waits 1/R 0.1017
  chi-square p of KMC over all configurations = 0.340
Slowest relaxation time = 47.50 ns
20000 paths, burn-in 3 us, measured 10 us, 1.628e+07 hops
site E/meV canonical  KMC     error    visits  Fermi-Dirac
  0     0   0.13188  0.13191 0.00012  0.20350 0.15556
  1   -40   0.50431  0.50457 0.00030  0.36207 0.46397
  2    30   0.04275  0.04274 0.00005  0.09317 0.05457
  3    50   0.01988  0.01993 0.00004  0.04586 0.02594
  4    10   0.09102  0.09098 0.00010  0.12716 0.11121
  5   -60   0.72238  0.72250 0.00027  0.57368 0.65232
  6   -20   0.26906  0.26881 0.00021  0.28248 0.28536
  7    40   0.02918  0.02915 0.00004  0.07078 0.03773
  8   -10   0.18954  0.18939 0.00016  0.24128 0.21335
Fermi level = -43.733 meV
Largest canonical minus Fermi-Dirac gap: 0.07006; 10 cells: 0.00623
Fixed waits: largest occupation error 0.00047, noise ratio 0.798
Mean total rate <R> = 81.4034 1/us
Rejection acceptance: formula 0.2241, simulated 0.2239
Zero-field mobility in nm^2/(V us):
  resistor network 300.4564, bound psi=0 413.0374
  small-field master equation 300.4564
  beta*D from tilted generator 300.4565
  beta*D from KMC 298.30 +/- 2.98
D = 7.7674 nm^2/us; KMC 7.712 +/- 0.077
Zero-field mobility = 3.0046e-06 cm^2/(V s)
Field 0.01 V/nm, e*F*a/kT = 0.3868
  drift velocity: master equation 2.8121 nm/us
  KMC 2.8077 +/- 0.0062 nm/us
  v/F = 281.213, reversed field 335.586 nm^2/(V us)
  KMC v/F = 2.8077e-06 cm^2/(V s)
PASS
```
